Griffith fracture stress of a thin silica membrane with a crack

**Question**

A large thin plate of an isotropic, linear elastic, brittle material contains a straight crack through its full thickness. The crack occupies −a < x < a on the line y = 0, so its length is 2a. A uniform tension σ, held fixed, pulls the plate along y from far away. The Young modulus is E, the Poisson ratio is ν, and each new face costs an energy γ per unit area. The faces of the plate are free (plane stress), and the crack faces carry no traction. All energies are per unit thickness of the plate unless stated otherwise.

The stress is the uniform field σyy = σ plus a correction (sxx, syy, sxy) with displacements (u, v). With z = x + iy, a prime for d/dz, and the square root cut along the crack, let

Z = σ[z/√(z² − a²) − 1],  Y = σ[√(z² − a²) − z],  so that Y′ = Z.

The proposed correction is

sxx = Re Z − y Im Z′,  syy = Re Z + y Im Z′,  sxy = −y Re Z′,

E u = (1 − ν) Re Y − (1 + ν) y Im Z,
E v = 2 Im Y − (1 + ν) y Re Z.

(a) Show that this is the required elastic solution, and find the gap between the crack faces.

(b) Find the energy released when the crack is introduced.

(c) Derive the stress at which the crack starts to grow, decide whether the growth is stable, and show that the stress is near 214 MPa for E = 72 GPa, γ = 1 J/m² and a = 1 µm.

(d) How does the result change in plane strain, and when a tension parallel to the crack is added?

(e) The plate is a suspended silica membrane on a silicon chip, 0.5 µm thick and 40 µm wide. Which neglected effects matter?

**Answer to (a)**

For any analytic function F(z), the chain rule gives

∂x Re F = Re F′,  ∂x Im F = Im F′,  ∂y Re F = −Im F′,  ∂y Im F = Re F′.

Equilibrium without body forces holds in both directions:

∂x sxx + ∂y sxy = (Re Z′ − y Im Z″) + (−Re Z′ + y Im Z″) = 0,

∂x sxy + ∂y syy = −y Re Z″ + (−Im Z′ + Im Z′ + y Re Z″) = 0.

The displacements must reproduce these stresses through Hooke's law for plane stress. The two normal strains give

E ∂x u = (1 − ν) Re Z − (1 + ν) y Im Z′ = sxx − ν syy,

E ∂y v = 2 Re Z − (1 + ν) Re Z + (1 + ν) y Im Z′
  = (1 − ν) Re Z + (1 + ν) y Im Z′ = syy − ν sxx.

For the shear strain,

E ∂y u = −(1 − ν) Im Z − (1 + ν) Im Z − (1 + ν) y Re Z′
  = −2 Im Z − (1 + ν) y Re Z′,

E ∂x v = 2 Im Z − (1 + ν) y Re Z′.

Their sum is −2(1 + ν) y Re Z′ = 2(1 + ν) sxy, as Hooke's law requires.

Now the boundary conditions. On the upper crack face √(z² − a²) = i√(a² − x²), so

Z = σ[−ix/√(a² − x²) − 1],  Re Z = −σ.

With y = 0 this gives syy = −σ and sxy = 0. The correction cancels the uniform tension, and the total traction on the face is zero. Ahead of the crack, Y is real, so v = 0 and the material stays joined. Far away Z ≈ σa²/(2z²), so the correction dies out.

The stress is singular at the tips. At a small distance r from a tip it grows as r^(−1/2), so the energy density grows as 1/r. Multiplied by the area element 2πr dr, this has a finite integral. The difference between two such solutions has no traction on the faces. The work done by its stresses on a small circle round a tip scales as r^(−1/2) · r^(1/2) · r and vanishes with r. On a large circle of radius R it scales as R^(−2) · R^(−1) · R and vanishes too. The difference therefore stores no energy and has no strain, so the solution is unique within this class.

On the upper face Im Y = σ√(a² − x²), hence

v = (2σ/E)√(a² − x²).

The lower face moves by the opposite amount. The gap is

2v = (4σ/E)√(a² − x²),

an ellipse whose greatest opening is 4σa/E.

**Answer to (b)**

Cut the plate along the future crack, but let an external agent hold the two faces with the traction σ that the material supplied before. Nothing moves. Then let the agent reduce the traction slowly to (1 − λ)σ, with λ rising from 0 to 1. Because the problem is linear, the gap at that stage is λ · 2v.

The agent pulls the faces together while they move apart, so it receives energy:

U = ∫₀¹ (1 − λ)σ dλ ∫ 2v dx = ½σ ∫ 2v dx,

where x runs from −a to a. The integral of √(a² − x²) is the area of a half disc, πa²/2. Therefore

U = ½σ · (4σ/E) · πa²/2 = πa²σ²/E.

This is the fall in the potential energy of the plate and its load together. In the real crack no agent collects it, and it is available to make new surface.

**Answer to (c)**

The crack has two faces of length 2a, which cost 4aγ. Relative to the intact plate, the total energy is

W(a) = 4aγ − πa²σ²/E.

Its slope is

dW/da = 4γ − 2πaσ²/E.

While the slope is positive, lengthening the crack costs energy. Growth becomes favourable when the slope reaches zero:

2πaσ²/E = 4γ,  so σ² = 2Eγ/(πa),

σ_f = √(2Eγ/(πa)).

The second derivative, −2πσ²/E, is negative, so the balance is a maximum of W. If the crack lengthens slightly at fixed load, the slope becomes negative and growth continues: it is unstable.

For the given values,

2Eγ = 1.440 × 10¹¹ Pa J/m²,  πa = 3.1416 × 10⁻⁶ m.

Since 1 J/m³ = 1 Pa, the quotient is

σ_f² = 4.5837 × 10¹⁶ Pa²,  σ_f = 214.1 MPa.

This is the required 214 MPa. The length in the formula is half the crack length; inserting 2a instead would give 151.4 MPa.

At σ_f the surfaces have cost 4.000 µJ/m, while the released energy is 2.000 µJ/m. There is no contradiction. Growth depends on the slopes of these two energies, and the released energy rises as a² while the cost rises as a.

A finite-element calculation provides a test that does not use the complex solution. It treats a square plate of half-width 20a with ν = 0.17 and smallest elements of about 0.025a. The difference between the energies released at 0.9a and 1.1a gives dU/da = 6.2846 σ²a/E, against 2π = 6.2832 in the same unit. The resulting fracture stress is 214.1 MPa. The released energy itself, 3.1121 σ²a²/E, lies about 1% below π. The closer agreement of the slope comes from two errors of about 0.7% that cancel: the mesh lowers the slope and the finite plate raises it. Halving the elements gives a slope of 6.304 (213.7 MPa), and widening the plate to a half-width of 200a gives 6.241 (214.8 MPa). The test therefore confirms σ_f to about 0.3%. At the load σ_f, the computed W is 1.938, 2.019 and 1.937 γa for half-lengths 0.8a, a and 1.2a, which confirms the maximum.

The formula diverges as a → 0, where it must fail. The total stress ahead of the tip is σx/√(x² − a²). With x = a + r and r much smaller than a, x² − a² ≈ 2ar, and the stress is approximately σ√(a/(2r)). Taking E/10 = 7.2 GPa as a rough mark for the end of linear elasticity, the stress exceeds it up to 0.44 nm straight ahead of the tip. This is tiny beside a = 1000 nm, but it is of atomic size. For cracks only a few atoms long, the continuum formula cannot be relied on.

**Answer to (d)**

In plane strain the thickness cannot change, so σzz = ν(σxx + σyy). Inserting this in Hooke's law gives

εxx = [σxx − νσyy − ν²(σxx + σyy)]/E
  = [(1 − ν²)/E] · [σxx − (ν/(1 − ν)) σyy].

This is the plane-stress law with E replaced by E′ = E/(1 − ν²) and ν by ν′ = ν/(1 − ν). The shear law is unchanged, because (1 + ν′)/E′ = (1 + ν)/E. The gap contains the modulus but not the Poisson ratio, so

σ_f = √(2Eγ/[πa(1 − ν²)]).

For ν = 0.17 this is 217.3 MPa, about 1.5% above the plane-stress value. The finite-element energies in the two cases have the ratio 0.9712, against 1 − ν² = 0.9711.

A uniform tension along x puts no traction on faces that lie along x. The correction field, the gap and U are unchanged, and so is σ_f. In the finite-element plate, adding a parallel tension equal to σ left the released energy the same to within one part in 10⁵.

**Answer to (e)**

The modulus and ν = 0.17 are rough typical values for silica, but γ = 1 J/m² is low as an effective value. Breaking dry silica takes roughly 8 J/m² for both faces together, as measured. A rough count of the Si–O bonds cut by a plane already gives some 4 to 7 J/m², so γ = 1 J/m² is low even for ideal bond breaking. That corresponds to γ = 4 J/m² and doubles the stress, to 428 MPa. This is far larger than the geometric corrections below, though the built-in stress of a real film can be as large. In the other direction, an environment that halved γ, an assumed case, would lower the stress from 214 to 151 MPa. The value 214 MPa is therefore the ideal result for the stated inputs, not a measured strength.

The finite width matters little. For a crack near the middle, the edges lie about 20a away, where the far field from part (a) gives |Z| ≈ σa²/[2(20a)²] = σ/800. The stresses also contain the terms in y Z′, which are of the same order: they are σ/800 at x = 20a on the crack line, and syy reaches −3σ/800 at y = 20a. These are small fractions of σ. For a square of half-width 20a, free edges lower σ_f by about 0.35% and clamped edges raise it by about as much. The thickness is half of a, so plane stress is only an approximation near the crack. By part (d), even full plane strain would raise σ_f by only about 1.5%.

Heating also loads the membrane. Silicon expands more than silica, by roughly Δα = 2.1 × 10⁻⁶ per K. If a membrane clamped on all sides starts free of stress and everything warms by ΔT = 100 K, it is stretched equally along x and y. Then σ(1 − ν)/E = ΔαΔT, and

σ = EΔαΔT/(1 − ν) = 18.2 MPa.

By part (d), only the component across the crack matters. It leaves about 196 MPa to be supplied externally. This Δα is the room-temperature value; the expansion of silicon rises with temperature, and the mean over 300 to 400 K is nearer 2.4 × 10⁻⁶ per K, which gives about 20.5 MPa and leaves about 194 MPa. A real oxide film may start with a large built-in stress, which must be added with its sign as long as the membrane stays flat. A clamped square membrane of side L = 40 µm buckles under equal biaxial compression at 52.3 Et²/[12(1 − ν²)L²] ≈ 50 MPa. An oxide grown at 900 to 1000 °C and cooled carries roughly 250 to 290 MPa of compression from the mismatch, so such a membrane would be buckled unless pulled flat, and this simple addition then fails.

Even under external tension, the membrane might buckle beside the crack. At the middle of the crack face, sxx = Re Z = −σ, a compression of 214 MPa at fracture. As a rough model, take a pinned strip of length ℓ = 2a and thickness t. For a deflection w under a compressive force P per unit width, bending balance reads (Et³/12)w″ = −Pw. The lowest solution, w ∝ sin(πx/ℓ), gives P = π²Et³/(12ℓ²). Dividing by t,

σ_b = π²Et²/[12(2a)²] ≈ 3700 MPa.

This is far above 214 MPa. The strip is thick (t/ℓ = 1/4), and shear, which this formula omits, would lower the value to about 3200 MPa. The strip model also leaves out the support of the surrounding plate, which raises the buckling stress several-fold, so it remains a cautious estimate. Since σ_b varies as t², it falls to 214 MPa near t = 0.12 µm. For thinner membranes this simple estimate no longer rules buckling out, and a proper plate calculation is needed.

Finally, could heat push the crack over the maximum of W early? At 0.99σ_f, the maximum lies at a* = 2Eγ/(πσ²) = 1.0203 µm. Using πσ²/E = 2γ/a*,

W(a*) − W(a) = 2γa* − 4γa + 2γa²/a* = 2γ(a* − a)²/a*.

Multiplied by the thickness, the barrier is 4.04 × 10⁻¹⁶ J, or about 10⁵ kT at 300 K. The whole crack front does not cross it by thermal motion. This estimate does not cover growth bond by bond, which water assists in silica and which can extend a crack slowly below the dry fracture stress. A safe long-term load therefore cannot be read from σ_f alone.

The numerical output below lists the values used.

Numbers as computed

```
Young modulus: 72 GPa
surface energy of each face: 1.0 J/m2
crack half-length: 1.0 micrometre
Poisson ratio (rough): 0.17
membrane thickness: 0.5 micrometre
membrane width: 40 micrometre
2 E gamma: 1.440e+11 Pa J/m2
pi a: 3.1416e-06 m
fracture stress squared: 4.5837e+16 Pa^2
Griffith fracture stress: 214.1 MPa
same with 2a wrongly used for a: 151.4 MPa
remote strain at fracture: 0.297 percent
full gap at crack centre: 11.89 nm
surface cost 4 a gamma: 4.000 microjoule/m
released energy at fracture: 2.000 microjoule/m
closing work, quadrature: 3.141593 sigma^2 a^2/E
released energy, finite elements: 3.1121 sigma^2 a^2/E
its slope in a, finite elements: 6.2846 sigma^2 a/E
slope from formula, 2 pi: 6.2832 sigma^2 a/E
fracture stress, finite elements: 214.1 MPa
its difference from formula: -0.01 percent
total energy at half-length 0.8 a, finite elements: 1.938 gamma a
total energy at half-length 1.0 a, finite elements: 2.019 gamma a
total energy at half-length 1.2 a, finite elements: 1.937 gamma a
plane strain/plane stress release, finite elements: 0.9712
1 - nu^2: 0.9711
fracture stress in plane strain: 217.3 MPa
rough total fracture energy, dry silica: 8 J/m2
fracture stress with that energy: 428 MPa
fracture stress with gamma halved: 151 MPa
thermal expansion mismatch (rough): 2.1 ppm/K
warming from stress-free state: 100 K
thermal mismatch tension: 18.2 MPa
external stress then left: 196 MPa
stress limit E/10 for tip zone: 7.2 GPa
tip zone above that limit: 0.44 nm
stress along crack flank at centre: -214 MPa
rough flank buckling stress: 3701 MPa
critical half-length at 99% load: 1.0203 micrometre
whole-front barrier at 99% load: 4.04e-16 J
same barrier over kT at 300 K: 9.8e+04
```
